# Bardeen's Tunnelling Matrix Element as a Surface Integral

**Q.** You propose to describe tunnelling with the states of two electrodes, each calculated as if the other were absent. What is the perturbation? I see one Hamiltonian and no small term in it.

**A.** The small term depends on which state the electron starts in. Write the Hamiltonian of the whole junction as $H=T+U$, with $T=-(\hbar^2/2m)\nabla^2$ and one mass $m$ everywhere. Define two further Hamiltonians:

- $H_L=T+U_L$, where $U_L=U$ in the left electrode and the barrier. Further right, $U_L$ continues as a barrier.
- $H_R=T+U_R$, where $U_R=U$ in the barrier and the right electrode. Further left, $U_R$ continues as a barrier.

Their normalised eigenstates obey $H_L\psi_L=E_L\psi_L$ and $H_R\psi_R=E_R\psi_R$. For an electron in $\psi_L$ the neglected term is $H-H_L=U-U_L$. It is not small in itself, being several eV deep, but it acts only beyond the barrier, where $\psi_L$ is exponentially small.

**Q.** The $\psi_L$ and $\psi_R$ belong to different Hamiltonians, so they are not orthogonal. Ordinary perturbation theory is then not available.

**A.** Orthogonality between left and right states is not needed. The eigenstates of $H_R$ are orthonormal among themselves and complete, so I may write

$$\Psi(t)=\psi_Le^{-iE_Lt/\hbar}+\sum_R b_R(t)\,\psi_Re^{-iE_Rt/\hbar},\qquad b_R(0)=0 .$$

Insert this in $i\hbar\,\partial_t\Psi=H\Psi$. The time derivatives of the exponentials give $H_L\psi_L$ and $H_R\psi_R$, which I move to the right-hand side:

$$i\hbar\sum_R\dot b_R\psi_Re^{-iE_Rt/\hbar}=(H-H_L)\psi_Le^{-iE_Lt/\hbar}+\sum_R b_R(H-H_R)\psi_Re^{-iE_Rt/\hbar}.$$

The last sum is of higher order: it contains the small $b_R$, and for states below the barrier top $H-H_R$ acts where $\psi_R$ is small. Dropping it and projecting on one $\psi_R$ gives

$$i\hbar\,\dot b_R=M e^{i(E_R-E_L)t/\hbar},\qquad M=\langle\psi_R|H-H_L|\psi_L\rangle .$$

With $\omega=(E_R-E_L)/\hbar$, integration gives $|b_R|^2=4|M|^2\sin^2(\omega t/2)/(\hbar\omega)^2$. For final states of density $\rho$ per unit energy,

$$\sum_R|b_R|^2\simeq|M|^2\rho\,\frac4\hbar\int_{-\infty}^{\infty}\frac{\sin^2(\omega t/2)}{\omega^2}d\omega=\frac{2\pi}{\hbar}|M|^2\rho\,t ,$$

because the integral equals $\pi t/2$. This holds while $\psi_L$ is hardly depleted, while the discreteness of the final levels is unresolved, and after $\hbar/t$ has become small compared with the energy range over which $|M|^2\rho$ varies. The rate then uses $M$ at $E_R=E_L$.

**Q.** Your $M$ is a volume integral over the far electrode. Where would a current come from?

**A.** Choose a surface $S$ in the barrier that separates the electrodes. Left of $S$ we have $U_L=U$, so $(H-H_L)\psi_L=0$ there. Only the region to the right, called $\mathcal R$, contributes:

$$M=\int_{\mathcal R}\psi_R^*(H-E_L)\psi_L\,dV .$$

Throughout $\mathcal R$ we also have $U_R=U$, hence $(H-E_R)\psi_R=0$. I may therefore subtract the zero $\psi_L[(H-E_R)\psi_R]^*$ under the integral. The two terms containing $U$ cancel:

$$M=\int_{\mathcal R}\left(\psi_R^*T\psi_L-\psi_LT\psi_R^*\right)dV+(E_R-E_L)\int_{\mathcal R}\psi_R^*\psi_L\,dV .$$

The kinetic terms form a divergence, because the products of gradients cancel in

$$\nabla\cdot(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*)=\psi_R^*\nabla^2\psi_L-\psi_L\nabla^2\psi_R^* .$$

Let $\mathbf n$ be the normal of $S$ pointing from left to right. The outward normal of $\mathcal R$ on $S$ is $-\mathbf n$, and this sign cancels the minus sign in $T$. The remaining boundary gives nothing if the states decay there, or if they are periodic sideways with equal lateral momentum. At $E_L=E_R$,

$$\boxed{M=\frac{\hbar^2}{2m}\int_S\left(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*\right)\cdot\mathbf n\,dS}$$

In Rydberg atomic units the prefactor is 1.

**Q.** That resembles a current, but a real, decaying $\psi_L$ carries none. Neither does $\psi_R$.

**A.** Their superposition can. Define the transition current

$$\mathbf J_{RL}=\frac{\hbar}{2mi}\left(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*\right),\qquad M=i\hbar\int_S\mathbf J_{RL}\cdot\mathbf n\,dS .$$

In the ordinary probability current of $\psi_L+c\,\psi_R$, the cross terms are $c^*\mathbf J_{RL}+c\,\mathbf J_{RL}^*=2\,\mathrm{Re}(c^*\mathbf J_{RL})$. At equal energies the first-order equation gives $c=b_R=-iMt/\hbar$. The flux through $S$ is then

$$2\,\mathrm{Re}\left[\frac{iM^*t}{\hbar}\,\frac{M}{i\hbar}\right]=\frac{2|M|^2t}{\hbar^2}=\frac{d}{dt}|b_R|^2 .$$

So the cross current delivers the probability that appears on the right. The factor $-i$ in $b_R$ supplies the phase that two real wave functions lack.

**Q.** You chose $S$ freely. A physical rate cannot depend on that choice.

**A.** In the barrier both states feel the same potential:

$$\frac{\hbar^2}{2m}\nabla^2\psi_L=(U-E_L)\psi_L,\qquad \frac{\hbar^2}{2m}\nabla^2\psi_R^*=(U-E_R)\psi_R^* .$$

Multiply the first by $\psi_R^*$, the second by $\psi_L$, and subtract:

$$\frac{\hbar^2}{2m}\nabla\cdot(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*)=(E_R-E_L)\psi_R^*\psi_L .$$

Integrate over the volume between two surfaces $S_1$ and $S_2$, with $S_2$ further right. The surface integrals differ by $(E_R-E_L)\int_{12}\psi_R^*\psi_L\,dV$, which vanishes at equal energies. The barrier need not be flat, nor the surface plane.

Both conditions matter. At unequal energies the surface integral alone depends on $S$; the volume term found earlier compensates, so the full $M$ does not. Inside the right electrode $U_L\neq U$, and even at equal energies the divergence is $(U_L-U)\psi_R^*\psi_L$.

**Q.** Show me a case in which this could have gone wrong.

**A.** Take two unequal wells, 1.0 nm and 0.7 nm wide, with a 0.5 nm barrier of height $4.0+0.8s+0.6\sin\pi s$ eV, where $s$ runs from 0 to 1 across it. Outside the wells the potential stays at 4.0 eV on the left and 4.8 eV on the right. The left floor is at zero; a right floor at $-0.2261$ eV aligns the two lowest levels at 0.2636 eV. Numerical diagonalisation of $H_L$ and $H_R$ gives these results:

- The surface form at mid-barrier and the volume form both give $M=-0.5250$ meV. Across the barrier the surface value varies by a fraction $4\times10^{-13}$.
- In the middle of the right well the same expression gives less than 0.04 of $M$. The surface has left its permitted region.
- With the right level raised by 0.098 eV, the surface value changes by 0.0295 meV between points near the two barrier edges. The overlap term predicts the same change.

**Q.** Those checks compare two expressions for one quantity. Does that quantity govern the real double well?

**A.** Use $\psi_L$ and $\psi_R$, both of energy $E$, as a two-state basis for $H$. Let $S_{RL}=\langle\psi_R|\psi_L\rangle$, $W_L=\langle\psi_L|H-H_L|\psi_L\rangle$, and similarly $W_R$. For a trial energy $E+\varepsilon$,

$$\langle\psi_R|H-E-\varepsilon|\psi_L\rangle=M-\varepsilon S_{RL},$$

and the determinant condition is

$$(W_L-\varepsilon)(W_R-\varepsilon)=|M-\varepsilon S_{RL}|^2 .$$

For a barrier with decay constant $\kappa$ and width $d$, $M$ and $S_{RL}$ are of order $e^{-\kappa d}$, apart from factors of lower order such as $d$. The $W$'s contain a squared tail and are of order $e^{-2\kappa d}$. Mixing with other levels also shifts the energies at that order. To leading order $\varepsilon=\pm|M|$, so the splitting is $2|M|$.

Diagonalising the complete well gives a splitting of 1.050 meV; with both computed on the same grid, it is 1.000004 times $2|M|$. The negative sign of $M$ also makes sense: with both functions positive, $\varepsilon=M$ belongs to their sum, the nodeless lower state.

**Q.** You invented the potential beyond the barrier in $H_L$. Surely $M$ inherits that arbitrariness.

**A.** It does, but weakly. Consider a flat barrier. A different continuation reflects the tail at $z=d$ and changes it to

$$\psi_L\propto e^{-\kappa z}+r\,e^{-2\kappa d}e^{\kappa z}.$$

At the far edge the two terms have the ratio $r$, which need not be small. But $\psi_R$ is itself proportional to $e^{\kappa z}$, and two proportional functions contribute nothing to $\psi_R\psi_L'-\psi_L\psi_R'$. What remains are changes of energy and normalisation, of relative order $e^{-2\kappa d}$ up to slower factors.

In the double well, raising the continuation of $U_L$ from 4.8 to 6.8 eV changes $\psi_L$ at the far edge by about $-9\%$, while $M$ changes by $-0.0001\%$.

**Q.** The derivation allows curved surfaces, yet your example is one-dimensional.

**A.** Let the right electrode be a small tip whose state outside it is $\psi_R=e^{-\kappa r}/r$, with $r$ measured from its centre $\mathbf r_0$ and no normalisation imposed. Only the values and gradients on $S$ enter the surface integral, so I may extend this function into the tip, where it obeys $\nabla^2\psi_R=\kappa^2\psi_R-4\pi\delta(\mathbf r-\mathbf r_0)$. Let $\psi_L$ obey $\nabla^2\psi_L=\kappa^2\psi_L$ and decay towards the tip side. The divergence theorem gives

$$M=-\frac{\hbar^2}{2m}\int_{\mathcal R}(\psi_R\nabla^2\psi_L-\psi_L\nabla^2\psi_R)dV=-\frac{2\pi\hbar^2}{m}\psi_L(\mathbf r_0).$$

The $\kappa^2$ terms cancel and the delta function leaves the value at the centre.

I tested this with $\psi_L=e^{iqx-\sqrt{\kappa^2+q^2}\,z}$, $q=3$ nm$^{-1}$, $\kappa=10.868$ nm$^{-1}$ and the tip centre at $z=0.8$ nm. One surface was the plane $z=0.4$ nm. The other was $z=0.25+0.2\exp\{-[(x-0.1)^2+y^2]/0.08\}$, in nm. Direct integration gives 1.000000 times the point value for both.

**Q.** Now give me a rate for two metals. Your states will depend on the electrode length $L$, which has no business in a measured current.

**A.** It must cancel. Put the left electrode at $-L<z<0$ and a flat barrier beyond it:

$$\psi_L=A\sin k(z+L)\ (z<0),\qquad \psi_L=Be^{-\kappa z}\ (z>0).$$

Continuity of value and slope gives $B=A\sin kL$ and $\cos kL=-(\kappa/k)\sin kL$, hence $\sin^2kL=k^2/(k^2+\kappa^2)$. The normalisation integral is

$$\frac{1}{A^2}=\frac L2-\frac{\sin2kL}{4k}+\frac{\sin^2kL}{2\kappa}
=\frac L2+\sin^2kL\,\frac{\kappa^2+k^2}{2k^2\kappa}=\frac12\left(L+\frac1\kappa\right).$$

For $L\gg1/\kappa$, therefore, $B^2=(2/L)\,k^2/(k^2+\kappa^2)$. The mirror state is $\psi_R=Be^{\kappa(z-d)}$ in the barrier. Then $\psi_R\psi_L'-\psi_L\psi_R'=-2\kappa B^2e^{-\kappa d}$, independent of $z$, and

$$M=-\frac{2\hbar^2\kappa}{mL}\,\frac{k^2}{k^2+\kappa^2}\,e^{-\kappa d}.$$

Standing waves are spaced by $\pi/L$ in $k$, so $\rho=L/(\pi\hbar v)$ with $v=\hbar k/m$. An electron returns to the barrier after $2L/v=2\pi\hbar\rho$. The probability transferred per attempt is

$$\mathcal T=\frac{2\pi}{\hbar}|M|^2\rho\cdot2\pi\hbar\rho=4\pi^2|M|^2\rho^2=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

The length has gone.

**Q.** Is this the transmission that wave matching would give?

**A.** In the opaque limit. Start with $\psi=t$ and $\psi'=ikt$ at $z=d$ and continue back to $z=0$:

$$\psi(0)=t\left(\cosh\kappa d-\tfrac{ik}{\kappa}\sinh\kappa d\right),\quad \psi'(0)=t\left(ik\cosh\kappa d-\kappa\sinh\kappa d\right).$$

The incident amplitude is $\frac12[\psi(0)+\psi'(0)/ik]$. Setting it to 1 gives

$$\frac1t=\cosh\kappa d+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa d,\qquad \frac1{|t|^2}=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa d .$$

When $\kappa d\gg1$, $\sinh^2\kappa d\to e^{2\kappa d}/4$ and Bardeen's result follows. For a thin barrier first-order theory fails.

The golden rule can also be tested without this formula. A level at 5.264 eV in a 1 nm well with a hard back wall leaks through a barrier 10 eV high and 0.5 nm wide. Solving for the complex energy with an outgoing wave gives a width of 23.591 µeV; $2\pi|M|^2\rho$ gives the same to these digits.

**Q.** Put in numbers for a junction that someone might build.

**A.** Take two flat metals across a vacuum gap, with rough values for a scanning tunnelling microscope: band depth 5.5 eV, work function 4.5 eV, gap 0.6 nm. Here $\hbar^2/2m=0.0381$ eV nm², $k=12.015$ nm$^{-1}$ and $\kappa=10.868$ nm$^{-1}$. For $L=100$ nm,

$$M=-\frac{4(0.0381)(10.868)}{100}\cdot\frac{5.5}{10}\cdot e^{-6.521}\ \text{eV}=-13.4\ \mu\text{eV},$$

or $-9.86\times10^{-7}$ Ry. The level spacing $1/\rho$ is 28.8 meV, so $\mathcal T=4\pi^2(13.415\times10^{-6}/0.02876)^2\approx8.6\times10^{-6}$, in agreement with wave matching. The rate is $6.0\times10^7$ s$^{-1}$ for this $L$; it describes transfer before the wave returns from the far end, with $L$ as bookkeeping. At a gap of 0.1 nm, the other values held fixed, Bardeen's $\mathcal T$ is 1.24 times the matched one.

For a current, flat electrodes conserve lateral momentum $\hbar\mathbf q$. At low temperature and small bias $V$, each $\mathbf q$ and spin offers $\rho eV$ initial states, so the current is $e\,(\rho eV)(2\pi/\hbar)|M|^2\rho=(e^2/h)\mathcal T V$. Summing over spin and $\mathbf q$, with $E_z=E_F-\hbar^2q^2/2m$ and $d^2q=(2\pi m/\hbar^2)\,dE_z$ after reversing the limits,

$$\frac GA=\frac{2e^2}{h}\int\frac{d^2q}{4\pi^2}\mathcal T=\frac{2e^2}{h}\,\frac{m}{2\pi\hbar^2}\int_0^{E_F}\mathcal T(E_z)\,dE_z .$$

This gives 1.01 nS/nm², or 0.10 nA/nm² at 0.1 V.

**Q.** Would you stake an instrument on that current?

**A.** No. The rectangular barrier omits image forces. The classical image potential between two metal planes lowers the barrier by 1.66 eV at mid-gap, and by more towards the faces. Included in full, but cut off at the band bottom, it multiplies the conductance by about 290. A uniform lowering by 1.66 eV would reduce $\kappa$ to 8.63 nm$^{-1}$ and raise the exponential by only $e^{1.2(10.87-8.63)}\approx15$; most of the remaining factor reflects the stronger lowering near the faces.

This is an error of barrier shape, not of Bardeen's method. Take the image-lowered barrier at the Fermi level, and continue each isolated state beyond it into a flat barrier 10 eV above the band bottom. His surface form then gives $\mathcal T=2.361\times10^{-3}$ and wave matching $2.366\times10^{-3}$, a difference of 0.2%. The continuation must be high here: the image potential leaves a classically allowed pocket at each face, and a continuation only slightly above the Fermi level nearly binds a state in it. With 6 eV in place of 10 eV the surface form falls about 12% below wave matching.

At 0.1 V the flat barrier gives 0.1 nA per nm² and the image barrier about 30 nA per nm², so the calculated current depends strongly on the assumed potential. Yet the factor 290 is not a correction to apply to a real tip: the classical image law is unreliable within atomic distances of a surface, and tip curvature and atomic structure are absent.

The other effects, each taken on the flat barrier, are smaller. A bias of 0.1 V changes the current by 0.08% from its linear value, and a temperature of 300 K raises the conductance by 0.2%. Widening the gap by 0.1 nm multiplies the conductance by 0.098. At normal incidence the exponential alone would give $e^{-0.2\times10.868}=0.114$; electrons with lateral momentum have smaller $E_z$, hence larger $\kappa$, and lose more.

**Q.** And a metal on a semiconductor?

**A.** The separation into two electrodes helps only where tunnelling carries the current. In a lightly doped semiconductor the depletion barrier is wide, and at room temperature most carriers typically cross over its top thermally; the formula does not describe that current. Heavy doping makes the barrier thin enough for tunnelling to dominate. The boxed formula also assumed one mass. In vacuum that is right. A semiconductor barrier with its own effective mass needs a kinetic operator and matching conditions to suit, and the derivation must be repeated with them. The barrier must also remain opaque, and its potential must be known well enough to trust the exponent. The numerical output gives the values behind these answers.

## Computed values

```
DOUBLE WELL
Barrier width: 0.5 nm
Left and right well widths: 1 nm and 0.7 nm
Right well floor (left floor is 0): -0.22610 eV
Common level: 0.26355 eV
M, surface at mid-barrier: -0.525035 meV
M, volume form: -0.525035 meV
Relative spread over surfaces: 4.4e-13
Surface in right electrode / M: 0.0357
Splitting of full well: 1.050075 meV
Splitting / 2|M|: 1.000004
New continuation: change of psi_L at edge: -8.87 %
New continuation: change of M: -0.00010 %
Off shell: E_R - E_L: 0.09798 eV
Off shell: surface change: 0.029465 meV
Off shell: overlap term: 0.029465 meV
THREE DIMENSIONS
Plane surface / point value: 1.00000000
Curved surface / point value: 1.00000000
DECAYING LEVEL (1 nm well, 0.5 nm barrier)
Level: 5.2642 eV
Width from complex energy: 23.5907 ueV
Width from golden rule: 23.5906 ueV
VACUUM GAP BETWEEN METALS
Band depth: 5.5 eV
Work function: 4.5 eV
Gap: 0.6 nm
Electrode length: 100 nm
hbar^2/2m: 0.038100 eV nm^2
k: 12.015 1/nm
kappa: 10.868 1/nm
M: -13.415 ueV
M: -9.859e-07 Ry
Level spacing: 28.76 meV
Transfer rate: 5.972e+07 1/s
Transmission, Bardeen: 8.5874e-06
Transmission, wave matching: 8.5874e-06
Bardeen / matching at 0.1 nm gap: 1.236
Conductance per area: 1.0100 nS/nm^2
Linear current density at 0.1 V: 0.1010 nA/nm^2
NEGLECTED EFFECTS
Image lowering at mid-gap: 1.664 eV
Image forces: conductance factor: 292.1
Image barrier: T, Bardeen: 2.3612e-03
Image barrier: T, matching: 2.3662e-03
0.1 V bias: current / linear value: 1.00076
300 K: conductance factor: 1.00213
Gap wider by 0.1 nm: factor: 0.0976
```
